# Topological Hall voltage of a drifting skyrmion lattice

## Problem

Electrons of charge $-e$ and effective mass $m$ move in the $xy$ plane through a magnetic texture. The unit vector $\mathbf n(\mathbf r,t)$ is the direction of the local spin quantization axis, and the exchange energy is $-J\,\mathbf n\cdot\boldsymbol\sigma$ with $J>0$. The texture is a skyrmion lattice that moves rigidly, $\mathbf n=\mathbf n(\mathbf r-\mathbf v_s t)$, with topological charge per unit cell of area $A$

$$Q=\frac1{4\pi}\int_A \mathbf n\cdot(\partial_x\mathbf n\times\partial_y\mathbf n)\,d^2r .$$

All carriers are in the spin state along $\mathbf n$ (full polarization) and follow it adiabatically. They scatter, with relaxation time $\tau$, from impurities at rest in the laboratory. Their mean velocity is $\mathbf v_d=v_d\hat{\mathbf x}$, and no net current flows along $y$. The velocity $\mathbf v_s$ is imposed.

(a) Derive the emergent magnetic and electric fields and the force on a carrier.

(b) In the mean emergent field, find the topological Hall field and the skyrmion velocity at which it vanishes.

(c) Decide whether the cancellation survives when the emergent field varies strongly within the cell.

(d) Find how the null moves when both spin states carry current.

(e) Evaluate the voltage across a strip 1 mm wide for rough parameters of the metallic helimagnet MnSi, and size what the model leaves out.

## Solution

### (a) Emergent fields

Let $\chi$ be the normalized spinor with $\mathbf n\cdot\boldsymbol\sigma\,\chi=\chi$, and $\bar\chi$ the orthogonal one. Write the wave function as $\Psi=\psi\chi$ and define

$$a_i=i\hbar\langle\chi|\partial_i\chi\rangle,\qquad a_t=i\hbar\langle\chi|\partial_t\chi\rangle .$$

Acting with the momentum operator and splitting the result into its two spin components gives

$$p_i(\psi\chi)=[(p_i-a_i)\psi]\,\chi-i\hbar\,\psi\,\langle\bar\chi|\partial_i\chi\rangle\,\bar\chi .$$

A second action of $p_i$, projected on $\chi$, turns the first term into $(p_i-a_i)^2\psi$. The second term returns to $\chi$ through $-i\hbar\langle\chi|\partial_i\bar\chi\rangle$. Since $\langle\chi|\bar\chi\rangle=0$ everywhere, $\langle\chi|\partial_i\bar\chi\rangle=-\langle\bar\chi|\partial_i\chi\rangle^*$, so this term equals $\hbar^2|\langle\bar\chi|\partial_i\chi\rangle|^2\psi$. The time derivative projects to $i\hbar\partial_t\psi+a_t\psi$. Hence

$$i\hbar\,\partial_t\psi=\Big[\frac{(\mathbf p-\mathbf a)^2}{2m}-a_t+U-J\Big]\psi,\qquad U=\frac{\hbar^2}{2m}\sum_i|\langle\bar\chi|\partial_i\chi\rangle|^2 .$$

With polar angles $\theta,\varphi$ of $\mathbf n$, take

$$\chi=\begin{pmatrix}\cos\frac\theta2\\ e^{i\varphi}\sin\frac\theta2\end{pmatrix},\qquad \bar\chi=\begin{pmatrix}-e^{-i\varphi}\sin\frac\theta2\\ \cos\frac\theta2\end{pmatrix}.$$

Direct differentiation gives $|\langle\bar\chi|\partial_i\chi\rangle|^2=\frac14[(\partial_i\theta)^2+\sin^2\theta(\partial_i\varphi)^2]=\frac14(\partial_i\mathbf n)^2$, so $U=\hbar^2\sum_i(\partial_i\mathbf n)^2/8m$. This scalar potential is dropped below and sized in (e).

The corresponding classical Lagrangian is $L=\frac12mv^2+\mathbf v\cdot\mathbf a+a_t$. Its equation of motion is

$$\frac{d}{dt}(mv_i+a_i)=\sum_jv_j\partial_ia_j+\partial_ia_t .$$

Because $da_i/dt=\partial_ta_i+\sum_jv_j\partial_ja_i$,

$$m\dot v_i=\sum_jv_j(\partial_ia_j-\partial_ja_i)+(\partial_ia_t-\partial_ta_i)=(\mathbf v\times\mathbf B)_i+E^{\rm em}_i,$$

where $\mathbf B=B\hat{\mathbf z}$, $B=\partial_xa_y-\partial_ya_x$ and $E^{\rm em}_i=\partial_ia_t-\partial_ta_i$. The emergent charge has been set to one, so $E^{\rm em}$ is a force and $B/e$ is a flux density in tesla.

For the spinor above, with $\mu$ standing for $x$, $y$ or $t$,

$$a_\mu=-\hbar\sin^2\tfrac\theta2\,\partial_\mu\varphi=-\tfrac\hbar2(1-\cos\theta)\,\partial_\mu\varphi .$$

Mixed second derivatives of $\varphi$ cancel in the curl, leaving

$$\partial_\mu a_\nu-\partial_\nu a_\mu=-\tfrac\hbar2\sin\theta(\partial_\mu\theta\,\partial_\nu\varphi-\partial_\nu\theta\,\partial_\mu\varphi)=-\tfrac\hbar2\,\mathbf n\cdot(\partial_\mu\mathbf n\times\partial_\nu\mathbf n).$$

The last step uses $\partial_\mu\mathbf n=\hat{\boldsymbol\theta}\,\partial_\mu\theta+\hat{\boldsymbol\varphi}\sin\theta\,\partial_\mu\varphi$ and $\hat{\boldsymbol\theta}\times\hat{\boldsymbol\varphi}=\mathbf n$. The chosen spinor is singular where $\theta=\pi$, but the final expression does not depend on its phase and is regular there. Therefore

$$B=-\tfrac\hbar2\,\mathbf n\cdot(\partial_x\mathbf n\times\partial_y\mathbf n),\qquad E^{\rm em}_i=-\tfrac\hbar2\,\mathbf n\cdot(\partial_i\mathbf n\times\partial_t\mathbf n).$$

The flux per cell is $-\frac\hbar2\,4\pi Q=-hQ$, and the mean field is $\langle B\rangle=-hQ/A$. For $\bar\chi$ the potential is $+\hbar\sin^2\frac\theta2\,\partial_\mu\varphi$, so both fields change sign for the minority spin.

Rigid motion means $\partial_t\mathbf n=-(v_{sx}\partial_x+v_{sy}\partial_y)\mathbf n$. In each component of $\mathbf E^{\rm em}$ the term with two equal derivatives vanishes:

$$E^{\rm em}_x=\tfrac\hbar2v_{sy}\,\mathbf n\cdot(\partial_x\mathbf n\times\partial_y\mathbf n)=-v_{sy}B,$$

$$E^{\rm em}_y=\tfrac\hbar2v_{sx}\,\mathbf n\cdot(\partial_y\mathbf n\times\partial_x\mathbf n)=+v_{sx}B .$$

Together these are $\mathbf E^{\rm em}=-\mathbf v_s\times\mathbf B$, and the force is

$$\boxed{\mathbf F=(\mathbf v-\mathbf v_s)\times\mathbf B}$$

An electron that keeps pace with the texture sees a constant spin axis, so it acquires no Berry phase and feels no emergent force.

This force was tested without using the emergent fields, by integrating the precession of a spin carried through the moving lattice and evaluating the exchange force $J\langle\boldsymbol\sigma\rangle\cdot\partial_i\mathbf n$. In units $\hbar=m=q=1$, where $q$ is the helix wave number, the inputs were $J=150$ and $\mathbf v-\mathbf v_s=(0.3,0.4)$. At three instants and for both spin states, the deviation was at most 0.04 % of the largest predicted force component.

### (b) Hall field in the mean emergent field

Replace $B(\mathbf r)$ by its mean, still written $B$. In the steady state the electric, emergent and friction forces balance:

$$-e\mathbf E+(\mathbf v_d-\mathbf v_s)\times\mathbf B-\frac{m}{\tau}\mathbf v_d=0 .$$

For $\mathbf u=\mathbf v_d-\mathbf v_s$, the cross product is $\mathbf u\times\mathbf B=(u_yB,-u_xB)$. With $\mathbf v_d=(v_d,0)$ the components are

$$-eE_y-(v_d-v_{sx})B=0,\qquad -eE_x-v_{sy}B-\frac m\tau v_d=0,$$

so that

$$\boxed{E_y=-\frac Be\,(v_d-v_{sx})},\qquad E_x=-\frac{m v_d}{e\tau}-\frac Be\,v_{sy}.$$

A pinned lattice gives the full Hall field $-Bv_d/e$. As the skyrmions speed up, the emergent electric force takes over the task of balancing the magnetic one, and charges on the strip edges need to supply less. At $v_{sx}=v_d$ the topological Hall voltage is zero. A faster lattice reverses its sign.

In this mean-field model only the velocity component along the drift enters the Hall field. Sideways skyrmion motion appears in the longitudinal field instead. The ohmic field remains at the null because the impurities do not move with the texture.

### (c) A strongly nonuniform emergent field

Inside a cell the current can bend around regions of large $B$, so averaging the force is not obviously legitimate. Consider a circular Fermi line with speed $v_F$, and let $f_0$ be the equilibrium distribution. Write $f=f_0-f_0'g$, where the prime is an energy derivative, and work to first order in $\mathbf E$, $\mathbf v_s$ and $g$.

The driving force $-e\mathbf E-\mathbf v_s\times\mathbf B(\mathbf r)$ is already of first order, so it acts on $f_0$, for which $\partial_{\mathbf p}f_0=f_0'\mathbf v$. The force $\mathbf v\times\mathbf B$ does nothing to $f_0$, because it is perpendicular to $\mathbf v$, but it does act on $g$. The time derivative $\partial_tg=-\mathbf v_s\cdot\nabla g$ is of second order and drops out. After division by $-f_0'$, the Boltzmann equation is

$$\mathbf v\cdot\nabla g+(\mathbf v\times\mathbf B)\cdot\partial_{\mathbf p}g+\frac{g-\langle g\rangle}{\tau}=(-e\mathbf E-\mathbf v_s\times\mathbf B)\cdot\mathbf v .$$

Here $\langle g\rangle$ is the average over directions, so scattering conserves the local density. A static screening potential $\Phi(\mathbf r)$ would add $e\nabla\Phi\cdot\mathbf v$ on the right. The shift $g\to g+e\Phi$ absorbs it without changing the current.

Try $g=m\mathbf v_s\cdot\mathbf v=\mathbf v_s\cdot\mathbf p$. It is uniform in space and has zero angular average. The magnetic term on the left is

$$(\mathbf v\times\mathbf B)\cdot\mathbf v_s=-(\mathbf v_s\times\mathbf B)\cdot\mathbf v,$$

which equals the emergent electric term on the right at every point. What remains is $m\mathbf v_s\cdot\mathbf v/\tau=-e\mathbf E\cdot\mathbf v$, satisfied by $-e\mathbf E=m\mathbf v_s/\tau$.

The drift of this solution follows from $n_c\mathbf v_d=N_0\langle g\mathbf v\rangle$, where $N_0$ is the density of states. For a parabolic band in two dimensions $n_c=N_0mv_F^2/2$, and $\langle v_iv_j\rangle=\delta_{ij}v_F^2/2$, so $\mathbf v_d=\mathbf v_s$. Thus for any $B(\mathbf r)$ equal velocities leave an ohmic field and no topological field.

Linearity gives the field at other velocities. Let $K$ be the matrix relating force to drift for a pinned texture, $-e\mathbf E=K\mathbf v_d$. In general $-e\mathbf E=K\mathbf v_d+L\mathbf v_s$ with some matrix $L$. Setting $\mathbf v_d=\mathbf v_s$ must return $m\mathbf v_s/\tau$ for every $\mathbf v_s$, hence $L=m/\tau-K$ and

$$-e\mathbf E=\frac m\tau\mathbf v_d+\Big(K-\frac m\tau\Big)(\mathbf v_d-\mathbf v_s).$$

The second term is the whole topological contribution. For a lattice with threefold symmetry, $K$ commutes with a 120° rotation. It then has equal diagonal elements $\kappa$ and opposite off-diagonal ones, and

$$-eE_y=K_{yx}(v_d-v_{sx})-\Big(\kappa-\frac m\tau\Big)v_{sy}.$$

In the uniform field of (b), $K_{yx}=B$ and $\kappa=m/\tau$. In a nonuniform field, $\kappa-m/\tau$ is the extra longitudinal resistance caused by the texture, and it lets sideways motion leak into the Hall field. The condition $v_{sx}=v_d$ then suffices if $v_{sy}=0$; equality of the two vectors removes the topological field in either case.

A numerical solution for the skyrmion-lattice profile with $\omega_c\tau=\langle B\rangle\tau/m=1$ and $v_F\tau q=2$ confirms the distinction. At $\mathbf v_s=\mathbf v_d$ the transverse force vanished to rounding error. Adding $v_{sy}=0.4v_d$ produced $-0.0277$ in units of $mv_Fq\,v_d$. This value comes from a small basis; larger ones shift it by a few percent, to about $-0.029$. Since $\langle B\rangle=0.5\,mv_Fq$ in this case, the leakage is about 6 % of $\langle B\rangle v_d$.

### (d) Two spin channels

Let densities $n_\pm$ and relaxation times $\tau_\pm$ describe majority and minority carriers of the same mass. Write $-e\mathbf E=(f_x,f_y)$, denote the longitudinal drifts by $c_\pm$, and let the texture move along $x$ with speed $V$. To leading order in $B$, $c_\pm=\tau_\pm f_x/m$, and the transverse velocities are

$$v_{y\pm}=\frac{\tau_\pm}{m}\,[f_y\mp B(c_\pm-V)].$$

Zero net transverse current, $n_+v_{y+}+n_-v_{y-}=0$, gives

$$f_y=B\,\frac{n_+\tau_+(c_+-V)-n_-\tau_-(c_--V)}{n_+\tau_++n_-\tau_-}.$$

The mean drift is $v_d=(f_x/m)(n_+\tau_++n_-\tau_-)/(n_++n_-)$. Setting $f_y=0$ and inserting $c_\pm$,

$$\frac{V_0}{v_d}=\frac{(n_+\tau_+^2-n_-\tau_-^2)(n_++n_-)}{(n_+\tau_+-n_-\tau_-)(n_+\tau_++n_-\tau_-)} .$$

For a pinned lattice, $V=0$, the Hall force relative to the fully polarized value is

$$\frac{f_y}{Bv_d}=\frac{(n_+\tau_+^2-n_-\tau_-^2)(n_++n_-)}{(n_+\tau_++n_-\tau_-)^2}.$$

With $n_-=0$ both ratios are one. With $\tau_+=\tau_-$ the null stays at $v_d$, while the pinned signal shrinks to the polarization $(n_+-n_-)/(n_++n_-)$. For one parabolic band with one constant $\tau$, full polarization is therefore sufficient but not necessary. What it secures there is a single drift velocity for all carriers that feel the field. Outside that model it is not sufficient: a fully polarized square-lattice band with constant $\tau$ has $V_0/v_d\approx0.82$ at filling 0.31 and a negative ratio at filling 0.69, and several bands or an energy-dependent $\tau$ also move the null. If the times differ, the channels drift at different speeds and the null leaves $v_d$. If $n_+\tau_+=n_-\tau_-$, the emergent electric forces produce no net transverse drive. To this order in $B$ the signal then does not depend on $V$, and it is nonzero unless $\tau_+=\tau_-$.

### (e) Numbers for a strip

The inputs are rough values in the regime of MnSi near 28 K: helix period $\lambda=18$ nm, carrier density $n_c=4\times10^{28}$ m$^{-3}$, resistivity 30 µΩ cm and effective mass $5m_e$. The current density is $j=10^6$ A/m². Full polarization is an idealization here.

A triangular lattice built from three helices has $A=2\lambda^2/\sqrt3=374.1$ nm². Take cores pointing along $-z$ and surroundings along $+z$, with the in-plane part of $\mathbf n$ turning once, in the same sense as the position vector, on a circle around the core. Then $Q=-1$; reversing $\mathbf n$ everywhere would give $Q=+1$ and reverse the topological Hall voltage. Hence

$$\frac Be=\frac{h}{eA}=11.05\ \text{T},\qquad v_d=\frac{j}{n_ce}=0.156\ \text{mm/s}.$$

The electrons drift along $+x$, so the conventional current flows along $-x$. Integrating $-E_y$ across the width $W$,

$$V_H=V(W)-V(0)=\frac BeW(v_d-v_{sx}).$$

For pinned skyrmions this is $11.05\times10^{-3}\times1.56\times10^{-4}$ V $=1.72$ µV. At fixed current, the voltage is 0.86 µV when $v_{sx}=0.5v_d$, zero at $v_{sx}=v_d$, and $-0.345$ µV at $1.2v_d$. A sideways velocity of $0.2v_d$ changes the longitudinal field by 0.345 mV/m, about 0.1 % of the ohmic 300 mV/m.

**Field nonuniformity.** For a three-dimensional parabolic band with one spin state, $k_F=(6\pi^2n_c)^{1/3}$. This gives $v_F=\hbar k_F/m=3.1\times10^5$ m/s and a Fermi energy $\hbar^2k_F^2/2m=1.35$ eV. The resistivity $\rho$ gives $\tau=m/(n_ce^2\rho)=1.5\times10^{-14}$ s. The mean free path $v_F\tau$ is then 4.6 nm and $\omega_c\tau=0.0057$, so the field is weak. In the two-dimensional transport model, the computed correction to $K_{yx}=\langle B\rangle$ is below $10^{-5}$ in relative size. The value $-7.4\times10^{-6}$ in the output comes from a small basis that breaks the threefold symmetry; a converged symmetric basis gives about $+7\times10^{-7}$. The leakage from sideways motion is $10^{-3}\langle B\rangle v_{sy}$, also negligible.

**Other Hall voltages.** The null concerns the topological part alone. In a real field of 0.2 T the ordinary Hall voltage is 0.031 µV in magnitude. An assumed anomalous Hall angle of $10^{-3}$ gives 0.30 µV. Neither is cancelled by skyrmion motion, so the total Hall voltage generally does not vanish at $v_{sx}=v_d$.

**Adiabaticity and energies.** For a rough exchange splitting of 0.5 eV, the ratio $\hbar v_Fq/(0.5\ \text{eV})$ is 0.14. Where the texture turns fastest, $|\partial\mathbf n|\approx1.5q$, and the ratio reaches 0.21. This is small, but not small enough to promise percent accuracy. The neglected mixing with the other spin state shifts the energy by about $(\hbar v_F|\partial\mathbf n|/2)^2/(0.5\ \text{eV})$, 1.4 meV on average and up to 6 meV, which exceeds $U$. The mean scalar potential $U$, 0.26 meV, and the thermal energy, 2.4 meV, are both far below the Fermi energy of 1.35 eV.

**Comparison with MnSi.** Full polarization is the assumption that the material breaks most clearly. A parabolic band holding all carriers in one spin state would need a splitting above 1.35 eV, not 0.5 eV. The magnetization gives a second indication. With a rough low-temperature value $M_s=160$ kA/m and one Bohr magneton per polarized carrier, the net polarization cannot exceed $M_s/(n_c\mu_B)=0.43$, provided no other moments oppose the carriers.

As an illustration, take density shares 0.55 and 0.45 and $\tau_+/\tau_-=1.2$. The shares are chosen freely: in a parabolic band with the density and mass above, a splitting of 0.5 eV would give about 0.72 and 0.28. With the chosen values, $0.55\times1.44-0.45=0.342$, and

$$\frac{f_y}{Bv_d}=\frac{0.342}{(0.66+0.45)^2}=0.278,\qquad \frac{V_0}{v_d}=\frac{0.342}{0.21\times1.11}=1.47 .$$

The pinned voltage falls to 0.48 µV, and the null moves 47 % above the carrier drift velocity. The measured topological Hall resistivity of MnSi is roughly a few nΩ cm. On this strip that means a few hundredths of a microvolt, well below even the two-channel figure, so the illustration is not a quantitative model of its bands.

**Does the current itself drive the lattice at $v_d$?** An electron whose spin follows $\mathbf n$ changes its angular momentum at the rate $\pm\frac\hbar2(\partial_t+\mathbf v\cdot\nabla)\mathbf n$, and exchange gives the local moments the opposite torque. Let $P$ be the density polarization, $p_j=(n_+c_+-n_-c_-)/(n_+c_++n_-c_-)$ the current polarization, and $S_{\rm loc}$ the spin density of the local moments. Without damping, pinning or other torques,

$$S_{\rm loc}\,\partial_t\mathbf n=-\frac{\hbar n_c}{2}\,(P\,\partial_t+p_j\mathbf v_d\cdot\nabla)\mathbf n .$$

Moving the $P$ term to the left produces the total spin density, which is $\hbar M_s/2\mu_B$ for a $g$ factor of 2. The texture then moves at

$$\mathbf u=\frac{p_jn_c\mu_B}{M_s}\,\mathbf v_d .$$

The two-channel values give $p_j=0.21/1.11=0.189$ and $u/v_d=0.189/0.431=0.44$. At that speed the topological voltage is reduced by the fraction $0.44/1.47\approx0.30$, to about 0.34 µV, and does not vanish. These figures use the low-temperature magnetization. Near 28 K it is smaller. Half the magnetization with the same $p_j$ would give $u/v_d=0.88$ and leave about 0.19 µV. However, $p_j$ normally falls along with the magnetization, and if both fall in proportion, $u/v_d$ does not change. For full polarization $u=v_d$ requires $M_s=n_c\mu_B$, meaning that the carriers supply the entire magnetization. If local moments add to it, this drive leaves the skyrmions slower than the carriers, and in the single parabolic band a topological Hall voltage remains. For the real bands of MnSi the null need not lie at $v_d$, and $10^6$ A/m² is close to the reported depinning current, so the free-drive speed $u$ is not a prediction for the material at this current.

The numerical output below lists the computed values.

## Computed results

```
Skyrmion charge per cell: -1.000000
Largest loop-field error (q=1 units): 1.4e-08
Spin-precession force error: 0.04 %
Spin-precession torque error: 0.04 %
Strong-field test, omega_c*tau: 1.00
Strong-field law error: 1.7e-16
Strong-field Hall force at vs=vd: 1.4e-16
Same, with vs_y=0.4 vd added: -0.0277
Input helix period: 18.0 nm
Input carrier density: 4.0e+28 m^-3
Input current density: 1.0e+06 A/m^2
Input strip width: 1.0 mm
Input effective mass: 5.0 m_e
Input resistivity: 30.0 uOhm cm
Cell area: 374.1 nm^2
Emergent flux density B/e: 11.05 T
Carrier drift velocity: 0.1560 mm/s
Hall voltage at vs_x/vd=0.0: 1.725 uV
Hall voltage at vs_x/vd=0.5: 0.862 uV
Hall voltage at vs_x/vd=1.0: 0.000 uV
Hall voltage at vs_x/vd=1.2: -0.345 uV
Topological |E_x| for vs_y=0.2 vd: 0.345 mV/m
Ohmic field: 300.0 mV/m
Fermi energy, fully polarized band: 1.354 eV
Input exchange splitting: 0.50 eV
Fermi velocity: 3.086e+05 m/s
Mean free path: 4.56 nm
omega_c*tau of emergent field: 0.00575
Nonuniform-field Hall correction: -7.4e-06
Its shift with larger basis: 7.9e-06
Hall leakage per vs_y/vd: 1.00e-03
Its shift with larger basis: 9.8e-06
Nonadiabaticity hbar*vF*q/splitting: 0.142
Mean texture scalar potential: 0.256 meV
Thermal energy at 28 K: 2.41 meV
Ordinary Hall voltage at 0.2 T: 0.0312 uV
Input anomalous Hall angle: 1.0e-03
Anomalous Hall voltage: 0.300 uV
Input magnetization: 160 kA/m
Polarization bound Ms/(n*mu_B): 0.431
Two-channel density shares: 0.55, 0.45
Two-channel relaxation-time ratio: 1.20
Two-channel current polarization: 0.189
Two-channel pinned Hall factor: 0.278
Two-channel pinned voltage: 0.479 uV
Two-channel null at vs_x/vd: 1.467
Spin-transfer velocity u/vd: 0.439
Drift over Fermi velocity: 5.1e-10
```
